# Counting plane waves below a cutoff: the estimate and its first correction: a program that tests the result

```python
"""
Result under test: the number of plane waves exp[i(k+G).r] with kinetic
energy |k+G|^2/2 <= Ecut is about N0 = Omega (2 Ecut)^(3/2) / (6 pi^2).
Omega: primitive cell volume, G: reciprocal lattice vectors,
K = sqrt(2 Ecut): cutoff radius, a: cubic lattice constant.
The mean of the count over the Brillouin zone should equal N0 exactly.
Hartree atomic units are used unless a name says otherwise.
Example: two-atom fcc cell of silicon, rough lattice constant, 20 Ry.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
HARTREE_PER_RYDBERG = 0.5
FCC = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], dtype=float)


def estimate(volume, ecut):
    return volume * (2 * ecut) ** 1.5 / (6 * np.pi**2)


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def g_vectors(cell, radius, extra=1):
    """All G in an integer box that encloses the cutoff sphere."""
    lengths = np.linalg.norm(cell, axis=1)
    limits = np.floor(lengths * radius / (2 * np.pi)).astype(int) + extra
    axes = [np.arange(-m, m + 1) for m in limits]
    integers = np.array(np.meshgrid(*axes, indexing="ij")).reshape(3, -1).T
    return integers @ reciprocal(cell)


def count(cell, ecut, k=(0.0, 0.0, 0.0), extra=2):
    radius = np.sqrt(2 * ecut)
    shifted = g_vectors(cell, radius, extra) + np.array(k)
    return int(np.sum(np.sum(shifted**2, axis=1) <= radius**2))


def mesh_counts(cell, ecut, n):
    """Counts and shortest |k+G| on an n x n x n mesh of k."""
    radius = np.sqrt(2 * ecut)
    g = g_vectors(cell, radius, extra=2)
    b = reciprocal(cell)
    counts, shortest = [], []
    for index in itertools.product(range(n), repeat=3):
        k = np.array(index) / n @ b
        squares = np.sum((g + k) ** 2, axis=1)
        counts.append(np.sum(squares <= radius**2))
        shortest.append(np.sqrt(squares.min()))
    return np.array(counts), np.array(shortest)


# Inputs and the smooth estimate
a_angstrom = 5.4
ecut_ry = 20.0
a = a_angstrom / BOHR_IN_ANGSTROM
ecut = ecut_ry * HARTREE_PER_RYDBERG
K = np.sqrt(2 * ecut)
cell = a * FCC
omega = abs(np.linalg.det(cell))
volume_per_g = abs(np.linalg.det(reciprocal(cell)))
N0 = estimate(omega, ecut)
assert abs(omega - a**3 / 4) < 1e-9 * omega
assert abs(volume_per_g * omega / (2 * np.pi) ** 3 - 1) < 1e-12

print(f"lattice constant (rough input): {a_angstrom:.1f} angstrom")
print(f"lattice constant: {a:.4f} bohr")
print(f"cutoff: {ecut_ry:.0f} Ry = {ecut:.0f} hartree")
print(f"cell volume Omega: {omega:.2f} bohr^3")
print(f"cutoff radius K: {K:.4f} 1/bohr")
print(f"volume of cutoff sphere: {4*np.pi*K**3/3:.2f} 1/bohr^3")
print(f"reciprocal volume per G: {volume_per_g:.4f} 1/bohr^3")
print(f"estimate N0: {N0:.1f} plane waves")
print(f"N0 if 20 is wrongly taken as hartree: "
      f"{estimate(omega, ecut_ry):.0f} plane waves")

# Explicit count at k = 0, by primitive vectors and by parity of (h,k,l)
n_gamma = count(cell, ecut)
s_max = (K * a / (2 * np.pi)) ** 2
shells = {}
for hkl in itertools.product(range(-9, 10), repeat=3):
    if len({h % 2 for h in hkl}) == 1:
        s = sum(h * h for h in hkl)
        shells[s] = shells.get(s, 0) + 1
inside = [s for s in sorted(shells) if s <= s_max]
s_last = inside[-1]
s_next = min(s for s in shells if s > s_max)
assert n_gamma == sum(shells[s] for s in inside)
assert n_gamma == count(cell, ecut, extra=0) == count(cell, ecut, extra=6)
assert abs(n_gamma - 410) < 10 and abs(N0 - 410) < 15

index_limit = np.linalg.norm(cell[0]) * K / (2 * np.pi)
print(f"bound on each integer |m_i|: {index_limit:.3f}")
print(f"bound on h^2+k^2+l^2: {s_max:.2f}")
print("shells as h^2+k^2+l^2: vectors in shell (running total)")
total, entries = 0, []
for s in inside:
    total += shells[s]
    entries.append(f"{s}: {shells[s]} ({total})")
for start in range(0, len(entries), 4):
    print("  " + ", ".join(entries[start:start + 4]))
print(f"next shell, left out: {s_next}: {shells[s_next]} vectors")
print(f"explicit count at k = 0: {n_gamma} plane waves")
print(f"count minus N0, relative to N0: {100*(n_gamma/N0-1):.2f} %")

# Range of lattice constants with the same integer count
a_low, a_high = (2 * np.pi * np.sqrt(s) / K for s in (s_last, s_next))
tiny = 1e-6
assert count(a_low * (1 + tiny) * FCC, ecut) == n_gamma
assert count(a_high * (1 - tiny) * FCC, ecut) == n_gamma
assert count(a_low * (1 - tiny) * FCC, ecut) == n_gamma - shells[s_last]
assert count(a_high * (1 + tiny) * FCC, ecut) == n_gamma + shells[s_next]
print(f"same count for lattice constants from "
      f"{a_low*BOHR_IN_ANGSTROM:.3f} to {a_high*BOHR_IN_ANGSTROM:.3f} angstrom")
for trial in (5.35, 5.45):
    trial_volume = (trial / BOHR_IN_ANGSTROM) ** 3 / 4
    print(f"N0 at {trial:.2f} angstrom: "
          f"{estimate(trial_volume, ecut):.1f} plane waves")

# Zone average, zone corner distance and rigorous bounds
counts, shortest = mesh_counts(cell, ecut, 20)
R = 2 * np.pi / a * np.sqrt(5) / 2
lower, upper = N0 * (1 - R / K) ** 3, N0 * (1 + R / K) ** 3
assert abs(shortest.max() - R) < 1e-9
assert abs(counts.mean() - N0) < 0.5  # finite k mesh
assert lower <= counts.min() and counts.max() <= upper
print(f"k points in mesh: {len(counts)}")
print(f"mean count over mesh: {counts.mean():.2f} (N0 = {N0:.2f})")
print(f"smallest and largest count on mesh: {counts.min()}, {counts.max()}")
print(f"rms deviation of count from mean: {counts.std():.2f} plane waves")
print(f"zone corner distance R: {R:.4f} 1/bohr, R/K = {R/K:.4f}")
print(f"rigorous bounds on count: {lower:.1f} to {upper:.1f}")

# Eight-atom cubic cell: its k = 0 set folds Gamma and three X points
n_cubic = count(a * np.eye(3), ecut)
x_counts = [count(cell, ecut, 2 * np.pi / a * axis) for axis in np.eye(3)]
assert n_cubic == n_gamma + sum(x_counts)
assert abs(n_cubic / estimate(a**3, ecut) - 1) < 0.05
print(f"count at each X point: {x_counts[0]}, {x_counts[1]}, {x_counts[2]}")
print(f"eight-atom cell: count {n_cubic}, estimate {estimate(a**3, ecut):.1f}")

# Growth with cutoff at k = 0, and relative spread over k
for ry in (5, 10, 20, 40, 80, 160, 320):
    e = ry * HARTREE_PER_RYDBERG
    n, smooth, ratio = count(cell, e), estimate(omega, e), R / np.sqrt(2 * e)
    assert smooth * (1 - ratio) ** 3 <= n <= smooth * (1 + ratio) ** 3
    print(f"{ry} Ry: count {n}, estimate {smooth:.1f}, "
          f"difference {100*(n/smooth-1):.2f} %")
spreads = []
for ry in (5, 20, 80):
    sample, _ = mesh_counts(cell, ry * HARTREE_PER_RYDBERG, 8)
    spreads.append(sample.std() / sample.mean())
    print(f"{ry} Ry: relative rms spread over k (512 points): "
          f"{100*spreads[-1]:.2f} %")
assert spreads[0] > spreads[1] > spreads[2]

print("every check passed")
```

Printed output:

```
lattice constant (rough input): 5.4 angstrom
lattice constant: 10.2045 bohr
cutoff: 20 Ry = 10 hartree
cell volume Omega: 265.65 bohr^3
cutoff radius K: 4.4721 1/bohr
volume of cutoff sphere: 374.66 1/bohr^3
reciprocal volume per G: 0.9337 1/bohr^3
estimate N0: 401.2 plane waves
N0 if 20 is wrongly taken as hartree: 1135 plane waves
bound on each integer |m_i|: 5.136
bound on h^2+k^2+l^2: 52.75
shells as h^2+k^2+l^2: vectors in shell (running total)
  0: 1 (1), 3: 8 (9), 4: 6 (15), 8: 12 (27)
  11: 24 (51), 12: 8 (59), 16: 6 (65), 19: 24 (89)
  20: 24 (113), 24: 24 (137), 27: 32 (169), 32: 12 (181)
  35: 48 (229), 36: 30 (259), 40: 24 (283), 43: 24 (307)
  44: 24 (331), 48: 8 (339), 51: 48 (387), 52: 24 (411)
next shell, left out: 56: 48 vectors
explicit count at k = 0: 411 plane waves
count minus N0, relative to N0: 2.43 %
same count for lattice constants from 5.361 to 5.564 angstrom
N0 at 5.35 angstrom: 390.2 plane waves
N0 at 5.45 angstrom: 412.5 plane waves
k points in mesh: 8000
mean count over mesh: 401.33 (N0 = 401.25)
smallest and largest count on mesh: 386, 415
rms deviation of count from mean: 3.96 plane waves
zone corner distance R: 0.6884 1/bohr, R/K = 0.1539
rigorous bounds on count: 243.0 to 616.5
count at each X point: 388, 388, 388
eight-atom cell: count 1575, estimate 1605.0
5 Ry: count 59, estimate 50.2, difference 17.63 %
10 Ry: count 137, estimate 141.9, difference -3.43 %
20 Ry: count 411, estimate 401.2, difference 2.43 %
40 Ry: count 1139, estimate 1134.9, difference 0.36 %
80 Ry: count 3215, estimate 3210.0, difference 0.16 %
160 Ry: count 9185, estimate 9079.2, difference 1.17 %
320 Ry: count 25821, estimate 25679.8, difference 0.55 %
5 Ry: relative rms spread over k (512 points): 4.97 %
20 Ry: relative rms spread over k (512 points): 1.35 %
80 Ry: relative rms spread over k (512 points): 0.28 %
every check passed
```
